\section*{Why Physisorption Stays Delay Molecules but Preserve Their Final Chemisorption Sites}

\section{Landings and stays}

\textbf{Q.} I dose a precursor into a narrow, deep hole. Each molecule sticks weakly to the wall, waits, leaves, and lands again many times before it reacts. If every landing costs time, why does the reacted material not end up nearer the mouth?

\textbf{A.} Let me first fix what is compared. Gas collisions are absent. Divide the wall and bottom into sites $i$. A molecule first lands at $i$ with probability $f_i$. At each landing it is physisorbed, then either chemisorbs at rate $k_r$ or desorbs at rate $k_d$; both may depend on the site. A diffuse (cosine-law) departure from $i$ next lands at $j$ with probability $F_{ij}$, fixed by geometry. The rest of the departures escape through the mouth. The reactive coverage is frozen, so $k_r$ does not change in time. Physisorbed molecules neither block sites nor move along the wall.

With $K=k_r+k_d$, the molecule is still undecided after time $t$ with probability $e^{-Kt}$. The probabilities of the two outcomes are therefore
\begin{align}
s&=\int_0^\infty k_r e^{-Kt}\,dt=\frac{k_r}{k_r+k_d},\\
1-s&=\int_0^\infty k_d e^{-Kt}\,dt=\frac{k_d}{k_r+k_d}.
\end{align}
Dividing either integrand by its integral gives the same density, $Ke^{-Kt}$. The length of a stay thus says nothing about its outcome, and its mean is $\tau=1/K$.

Now take a path landing at $i_1,i_2,\dots,i_n$ and reacting at $i_n$. Integrating over all its stays and flight times leaves the probability
\begin{equation}
f_{i_1}(1-s_{i_1})F_{i_1i_2}\cdots(1-s_{i_{n-1}})F_{i_{n-1}i_n}\,s_{i_n}.
\label{path}
\end{equation}
No time remains in it. The duration of the path is the sum of its flights and stays. Give two molecules the same path and flights, but let only the second wait at its landings. It reaches every later site later than the first, yet reacts at the same place. Summed over paths, the stays delay penetration and leave the deposit unchanged, provided $s_i$ and $F_{ij}$ are held fixed.

\textbf{Q.} But a molecule waiting near the mouth has more time to react there.

\textbf{A.} It has more time, but at fixed $s$ its reaction rate is lower in proportion. Let $p_i(t)$ be the probability of being physisorbed at $i$, and neglect flight times for the moment. Stays end at $i$ at the rate $p_i/\tau_i$, so with $P_{ij}=(1-s_i)F_{ij}$
\begin{equation}
\frac{dp_j}{dt}=-\frac{p_j}{\tau_j}+\sum_i\frac{p_i}{\tau_i}P_{ij},\qquad p_j(0)=f_j.
\label{master}
\end{equation}
Integrate from $0$ to $\infty$. If every $s_i>0$, each landing has a finite chance of being the last, so $p_j(\infty)=0$. Writing $N_j=\int_0^\infty (p_j/\tau_j)\,dt$ for the expected number of landings at $j$,
\begin{equation}
-f_j=-N_j+\sum_iN_iP_{ij}
\quad\Longrightarrow\quad N=f(I-P)^{-1},
\end{equation}
where $f$ and $N$ are row vectors. The inverse exists because the rows of $P$ sum to less than one. A fraction $s_i$ of the stays at $i$ ends in reaction, so the eventual deposit is
\begin{equation}
c_i=s_iN_i .
\label{deposit}
\end{equation}
The time spent at $i$ is $N_i\tau_i$ and the reaction rate there is $s_i/\tau_i$; in the product $\tau_i$ cancels. This holds even if the stays differ from site to site. Flights cannot alter the result, since by (\ref{path}) they add time without changing the path probabilities.

\section{How deep, and how late}

\textbf{Q.} Can I get a penetration depth from this without inverting a matrix?

\textbf{A.} Yes, for a long cylinder of diameter $d$ with $s\ll1$. Let $\alpha$ be the angle between the departure direction and the axis, and $\beta$ the azimuth from the inward normal. The cosine law gives the weight
\begin{equation}
\frac{\sin\alpha\cos\beta}{\pi}\,\sin\alpha\,d\alpha\,d\beta,
\qquad 0<\alpha<\pi,\quad |\beta|<\frac{\pi}{2}.
\end{equation}
Seen along the axis, the flight is a chord of length $d\cos\beta$. Its true length is $\ell=d\cos\beta/\sin\alpha$, and its axial step is $\Delta z=\ell\cos\alpha$. Hence
\begin{align}
\langle\ell\rangle&=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\!\cos^2\beta\,d\beta
=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle\Delta z^2\rangle&=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\!\cos^3\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
Departing molecules have the flux-weighted speed density $v\,g(v)/\bar v$, where $g$ is the Maxwell speed density and $\bar v$ its mean. Therefore $\langle1/v\rangle=\int g\,dv/\bar v=1/\bar v$, and the mean flight time is $t_f=d/\bar v$.

Successive axial steps are independent with zero mean, so their variances add. After $n$ cycles of mean duration $t_f+\tau$, setting $2Dt=n\langle\Delta z^2\rangle$ with $t=n(t_f+\tau)$ gives
\begin{equation}
D=\frac{d^2/3}{t_f+\tau},\qquad k=\frac{s}{t_f+\tau},
\end{equation}
where $k$ is the reaction rate averaged over a cycle. Both are slowed by the same factor, $1+\tau/t_f$.

Let $n(z)$ now be the time-integrated density of molecules at depth $z$. Away from the mouth, transport balances reaction: $Dn''=kn$. The decay length is
\begin{equation}
\lambda=\sqrt{\frac Dk}=\frac{d}{\sqrt{3s}},
\end{equation}
without $\tau$. If capture by the bottom at depth $L$ is negligible, $n'(L)=0$ and $n\propto\cosh[(L-z)/\lambda]$. With $a=L/\lambda$, integration by parts gives the mean chemisorption depth
\begin{align}
\langle z\rangle
&=\frac{\int_0^L z\cosh[(L-z)/\lambda]\,dz}{\int_0^L\cosh[(L-z)/\lambda]\,dz}
=\frac{\lambda^2(\cosh a-1)}{\lambda\sinh a}\notag\\
&=\lambda\,\frac{2\sinh^2(a/2)}{2\sinh(a/2)\cosh(a/2)}
=\lambda\tanh\frac a2 .
\label{mean}
\end{align}
The boundary term vanishes because $z\sinh[(L-z)/\lambda]$ is zero at both ends. For $L\gg\lambda$ the mean depth tends to $\lambda$; for $L\ll\lambda$ it tends to $L/2$, a uniform deposit. The diffusive description needs $\lambda,L\gg d$. Even then it fails in the far tail of a very deep hole. An axial step longer than $x$ needs $\alpha\lesssim d/x$, so its probability falls only as $(d/x)^3$, and such flights eventually outrun the exponential. For $s=0.01$ and $L=100d$, the landing density exceeds the $\cosh$ profile by about 50\% at $40d$ and fivefold at $60d$, while the mean depth stays within 1\% of (\ref{mean}). In the opposite limit, $s\to1$, molecules react at their first landing: the deposit is $f_i$, and a stay delays the reaction but no longer the penetration.

\textbf{Q.} What does that mean for a real dose?

\textbf{A.} Take rough values in the regime of trimethylaluminium dosing for alumina: $d=100$ nm, $L=2000$ nm, 473 K, 0.1 Torr, molar mass 72 g/mol and $s=0.01$. For physisorption take a desorption energy of 0.60 eV and an attempt frequency of $10^{13}\,\mathrm{s^{-1}}$. With $k_BT=0.04076$ eV,
\begin{align}
k_d&=10^{13}e^{-0.60/0.04076}\,\mathrm{s^{-1}}=4.05\times10^6\,\mathrm{s^{-1}},\\
k_r&=\frac{s}{1-s}\,k_d=4.09\times10^4\,\mathrm{s^{-1}},\qquad
\tau=\frac1{k_r+k_d}=245\ \mathrm{ns}.
\end{align}
The mean speed is 373 m/s, so $t_f=0.268$ ns and $1+\tau/t_f=914$. The diffusion coefficient drops from $0.124$ to $1.36\times10^{-4}\,\mathrm{cm^2/s}$. Meanwhile $\lambda=100/\sqrt{0.03}=577$ nm, $a=3.46$, and (\ref{mean}) gives 542 nm.

Evaluating (\ref{deposit}) with 200 wall rings and the bottom gives 539 nm (finer rings lower it by about 0.5 nm), with 19.8\% of entering molecules chemisorbed and the rest escaping. Three-dimensional trajectories, in which the two rates compete at each landing, gave $534\pm3$ nm and 19.8\%. With $s$ fixed but stays ten times longer in the first 500 nm, they gave $534\pm4$ nm and 19.6\%, although the mean total stay per entrant rose from 4.8 to 30 $\mu$s. The uncertainties are standard errors.

\textbf{Q.} And the delay?

\textbf{A.} About 6.1\% of entrants ever get beyond 1000 nm, with or without stays. Those that do arrive make 49.8 earlier landings on average. Their flights take 14.3 ns; with stays, the sampled arrival time is 12.3 $\mu$s, longer by a factor of 859. This is below 914 for two reasons. There is one more flight than there are stays, and the arriving molecules' flights average $14.3/50.8=0.281$ ns, longer than $t_f$. The excess lies in the entry flight and in the flight that crosses 1000 nm: for molecules with at least two earlier landings these average about $1.5d$ and $2.5d$, while the flights between them stay close to $d$.

If you stop the clock early, the stays do show. At 2.45 $\mu$s, ten mean stays, 5.3\% of entrants have chemisorbed, at a mean depth of 161 nm. Without stays that time would hold about 9000 mean flights, and the deposit would be essentially complete. ``Eventual'' is therefore part of the statement.

\section{Where the conditions bite}

\textbf{Q.} If I cool the wall to lengthen the stays, may I expect the same profile?

\textbf{A.} Not in general, because cooling can change $s$. Suppose first that $k_d$ is halved and $k_r$ stays fixed, as when the desorption energy rises by $k_BT\ln2=28$ meV while the reaction barrier, measured from the bottom of the well, is unchanged. Then $s=k_r/(k_r+k_d/2)=0.0198$. The mean depth falls from 539 to 402 nm, and the chemisorbed fraction rises to 26.6\%. The cause is the changed competition between reaction and desorption. For $s$ to stay fixed, both rates must change by the same factor; this happens if the well deepens below a transition state that is fixed relative to the gas. Cooling slows both rates. With Arrhenius rates $k_r/k_d\propto e^{(E_d-E_r)/k_BT}$, so the direction of the change depends on the reaction barrier $E_r$. Cooling to 452 K halves $k_d$. For $E_r=0.30$ eV (which gives $s=0.01$ at 473 K only with a reaction prefactor as low as $6\times10^7\,\mathrm{s^{-1}}$) it raises $s$ to 0.014 and the mean depth falls to about 470 nm; for $E_r=0.79$ eV, the value implied by equal prefactors, it lowers $s$ to 0.0081 and the mean depth rises to about 584 nm.

\textbf{Q.} Is diffuse re-emission what makes the waiting time drop out?

\textbf{A.} Its role is narrower. It makes the next landing depend on the present site alone, and it gives a trapped molecule the same $F_{ij}$ as one scattered diffusely at once. If departures remember the arrival direction, that direction must be added to the description of each landing. The path probabilities still contain no time, provided the memory does not depend on the length of the stay. If trapping erases a memory that direct scattering would keep, however, adding physisorption changes the paths themselves. The effect can be large: with 20\% mirror-like departures and the same $s$, the mean depth was $614\pm5$ nm, 14\% above the diffuse result.

\textbf{Q.} My coverage is not frozen; the surface saturates. Does everything fail?

\textbf{A.} The statement about an individual molecule does, since a late molecule may find its site taken. The total deposit is more robust. Suppose a fixed number of identical molecules run until all have reacted or escaped, and each decision at a site depends only on what has already reacted there. Fix where each molecule first lands, and give every site an ordered list of random decisions: react or leave, and where to go next. The stays set the order in which sites act, but carry no information about later entries in the lists.

Compare two complete orders, $X$ and $Y$. Suppose $X$ uses more entries than $Y$ at some site, and consider the first moment this happens, at site $i$. Until then $X$ has used no more entries than $Y$ anywhere, so no more molecules have been delivered to $i$ than in $Y$. In $Y$ each of those deliveries was used by one decision at $i$. Thus $X$ has no molecule left there to make the extra decision, a contradiction. Exchanging $X$ and $Y$ shows that both use the same entries, and so leave the same deposit.

An exact two-molecule calculation shows both sides of this. The hole is 200 nm deep and 100 nm wide, with four wall rings and a bottom, each able to react once, and $s=0.5$ while vacant. Molecule A starts in ring 2 and B in ring 3. Slowing ring 2 a hundredfold changes the chance that A reacts there from 0.643 to 0.632. The chance that either molecule fills ring 2 is 0.696 in both cases.

\textbf{Q.} How far should I trust the 539 nm for my process?

\textbf{A.} As an estimate for the start of a dose, given these inputs. With a rough collision diameter of 0.6 nm the gas mean free path is about 0.3 mm, far above the hole diameter. With roughly 4 sites per nm$^2$ and the full gas flux (the wall just inside the mouth receives about 0.9 of it), physisorbed molecules occupy about 1\% of the sites at the mouth. This figure and the delay factor 914 both scale with $\tau$, which is only roughly known: a desorption energy of 0.50 or 0.70 eV gives a factor of about 80 or $10^4$ and an occupation of 0.1\% or 14\%. In the latter case, as with the tenfold stays used above (about 11\%), neglecting site blocking is no longer safe at this pressure. With the stated inputs, the reacted coverage at the mouth changes by about 0.7\% during the 13.7 $\mu$s a molecule takes on average to chemisorb, so it is nearly frozen for one molecule. It is not frozen for a saturating pulse: the same initial rate corresponds to a filling time of about $13.7\,\mu\mathrm{s}/0.007\approx2$ ms. Once the upper 1000 nm is full, new molecules must react below it, so their mean depth exceeds 1000 nm.

Motion along the wall is another neglected effect that grows with the stay. For 0.3 nm hops over a rough 0.30 eV barrier there are about 1600 hops per stay, adding about 1\% to the axial variance per flight and hence about 0.5\% to $\lambda$. A barrier lower by 0.1 eV multiplies the added variance by $e^{0.1/0.04076}\approx12$, and $\lambda$ then grows by about 6\%. In that case longer stays do move the deposit, because the molecule travels while it waits. The reaction probability is also uncertain: at $s=0.001$, $\lambda$ would be $\sqrt{10}$ times longer, close to the full depth of this hole.

\section*{Numbers as computed}
\begin{verbatim}
hole diameter, depth: 100, 2000 nm
temperature, pressure: 473 K, 0.1 Torr
molar mass: 72 g/mol
desorption energy: 0.60 eV; attempts 1e+13 /s
thermal energy: 0.04076 eV
reaction probability per landing: 0.01
mean speed: 373.0 m/s
mean flight time: 0.2681 ns
k_d, k_r: 4.046e+06, 4.087e+04 /s
mean stay: 244.7 ns
1 + stay/flight: 914
mean square axial step: 6666.7 nm^2
D walk/formula (stay = 3 flights): 0.960
D without, with stays: 1.243e-01, 1.361e-04 cm^2/s
landings per entering molecule: 19.78
fraction finally chemisorbed: 0.1978
same, trajectories, uniform stays: 0.1983
same, slow mouth: 0.1963
mean chemisorption depth, matrix: 538.6 nm
same, trajectories, uniform stays: 533.9 nm
same, stays x10 above 500 nm depth: 534.1 nm
standard errors of these two: 3.4, 4.4 nm
chi-square (21 dof): 13.0, 22.7, 28.1 (uniform, slow, coverage step)
total stay per entrant: 4.840 us
same, slow mouth: 30.476 us
probability to reach 1000 nm: 0.0614
same, trajectories, uniform and slow: 0.0609, 0.0601
landings before arrival: 49.8
arrival time, flights only: 14.28 ns
arrival time with stays: 12.27 us
arrival delay factor: 859
snapshot time: 2.447 us
snapshot fraction chemisorbed: 0.0532
snapshot mean depth: 161.0 nm
diffusive decay length: 577.4 nm
diffusive mean depth: 542.3 nm
matrix/diffusive - 1 at s = 1e-2, 1e-3, 1e-4: -0.68, -0.25, 0.26 %
k_d halved alone: s = 0.01980, depth 402.4 nm
fraction chemisorbed then: 0.2656
well deepening that halves k_d: 28.3 meV
20 % mirror departures: depth 614.0 +- 4.5 nm
two molecules, s = 0.5, rings 50 nm wide, start in rings 2 and 3
A reacts in ring 2, equal clocks: 0.6429
A reacts in ring 2, ring 2 slowed x100: 0.6320
ring 2 filled by either, both cases: 0.6959, 0.6959
rough site density: 4 /nm^2
rough collision diameter: 0.6 nm
gas mean free path: 306 um
physisorbed crowding at mouth: 1.16 %
rough hop length, barrier: 0.3 nm, 0.30 eV
hops per stay: 1556
surface diffusion / flight variance: 1.05 %
mean time to chemisorb: 13.72 us
coverage change in that time: 0.65 %
\end{verbatim}
